**Reflection from an absorber with matched real index**

For light passing at normal incidence from transparent resist of index n into a thick underlayer of index n + iκ, the reflected power fraction is R = κ²/(4n² + κ²). The program integrates Maxwell's equations through the layers and reads R from the standing wave in the resist, without using the formula. It asserts that the two agree, and it also checks the phase of the reflected wave, the decay of intensity and the absorbed power. Further assertions cover the best real index, a finite underlayer on silicon, oblique light in both polarizations and a weakly absorbing resist. For n = 1.70 and κ = 0.50 the output shows R = 2.12 percent, with 97.88 percent absorbed. When κ rises gradually over 100 nm, R falls to 0.024 percent, which shows that the abrupt step in κ causes the reflection. At the edge of a lens of numerical aperture 1.35, R is 10.3 percent for s and 1.0 percent for p polarization.

## Check in Python

```python
# Result under test: light going down in transparent resist of index n meets
# a thick underlayer of index n + i*kappa at normal incidence and reflects
#     R = kappa^2 / (4 n^2 + kappa^2),
# although the real indices are equal.
# Convention: exp(-i omega t), so positive kappa means absorption.
# Independent road: Maxwell's equations are integrated upward from a mirror
# buried deep in the absorber; R is read from the standing wave in the resist.
# Lengths are in nm; k0 is the vacuum wavenumber; heights increase upward.
import numpy as np
from scipy.integrate import solve_ivp, simpson
from scipy.optimize import minimize_scalar

wavelength = 193.0
n = 1.70
kappa = 0.50
k0 = 2 * np.pi / wavelength
n_under = n + 1j * kappa
n_silicon = 0.9 + 2.8j      # rough typical value at this wavelength
kappa_resist = 0.03         # rough typical value for a real resist
aperture = 1.35             # numerical aperture of an immersion lens


def uniform(index):
    return lambda height: index**2


def integrate_stack(layers, tangential=0.0, polarization="s"):
    """Layers from bottom to top: (thickness, permittivity(local height)).
    u is tangential E for s and tangential H for p, v is its partner.
    Returns local heights and u in every layer."""
    state = np.array([0.0, 1.0], dtype=complex)
    result = []
    for thickness, permittivity in layers:
        def slope(height, y):
            eps = permittivity(height)
            if polarization == "s":
                a, b = 1.0, eps - tangential**2
            else:
                a, b = eps, 1.0 - tangential**2 / eps
            return np.array([-1j * k0 * a * y[1], -1j * k0 * b * y[0]])
        heights = np.linspace(0.0, thickness, 4001)
        sol = solve_ivp(slope, (0.0, thickness), state, method="DOP853",
                        t_eval=heights, rtol=1e-10, atol=1e-12)
        assert sol.success
        state = sol.y[:, -1]
        result.append((heights, sol.y[0]))
    return result


def contrast_reflectance(u):
    """Reflectance and downgoing amplitude from standing-wave extremes."""
    high, low = np.abs(u).max(), np.abs(u).min()
    return ((high - low) / (high + low))**2, (high + low) / 2


resist = (100.0, uniform(n))
thick = (800.0, uniform(n_under))

# Main result, phase and standing wave
r = -1j * kappa / (2 * n + 1j * kappa)
t = 2 * n / (2 * n + 1j * kappa)
R = kappa**2 / (4 * n**2 + kappa**2)
phase = np.angle(r)
first_max = -phase / (2 * k0 * n)
period = wavelength / (2 * n)
(under_h, under_E), (resist_h, resist_E) = integrate_stack([thick, resist])
R_numeric, amplitude = contrast_reflectance(resist_E)
assert abs(R_numeric - R) < 1e-6
one_period = resist_h < period
intensity = np.abs(resist_E / amplitude)**2
max_numeric = resist_h[one_period][np.argmax(intensity[one_period])]
assert abs(max_numeric - first_max) < 0.03      # sampling step is 0.025 nm
wave = 1 + abs(r)**2 + 2 * abs(r) * np.cos(phase + 2 * k0 * n * resist_h)
assert np.max(np.abs(intensity - wave)) < 1e-5

# Decay of intensity and power absorbed in the underlayer
alpha = 4 * np.pi * kappa / wavelength
upper = under_h > 600
decay_numeric = np.polyfit(under_h[upper],
                           np.log(np.abs(under_E[upper])**2), 1)[0]
assert abs(decay_numeric / alpha - 1) < 1e-4
absorbed = simpson(k0 * (n_under**2).imag * np.abs(under_E)**2,
                   x=under_h) / (n * amplitude**2)
assert abs(absorbed - (1 - R)) < 1e-5
assert abs(absorbed - abs(t)**2) < 1e-5

# Same absorber, but kappa rises gradually over 100 nm
ramp_length = 100.0


def ramp(height):
    return (n + 1j * kappa * (1 - height / ramp_length))**2


graded = integrate_stack([thick, (ramp_length, ramp), resist])
R_graded, _ = contrast_reflectance(graded[-1][1])
assert R_graded < R / 5


# Other real indices of the underlayer
def interface_R(upper_index, lower_index):
    return abs((upper_index - lower_index) / (upper_index + lower_index))**2


best_index = np.sqrt(n**2 + kappa**2)
best_R = (best_index - n) / (best_index + n)
search = minimize_scalar(lambda m: interface_R(n, m + 1j * kappa),
                         bounds=(1.0, 3.0), method="bounded",
                         options={"xatol": 1e-9})
assert abs(search.x - best_index) < 1e-5
assert abs(search.fun - best_R) < 1e-10
shifted = integrate_stack([(800.0, uniform(n_under + 0.05)), resist])
R_shifted, _ = contrast_reflectance(shifted[-1][1])
assert abs(R_shifted - interface_R(n, n_under + 0.05)) < 1e-6


# Finite underlayer on silicon
def film_R(thickness):
    r23 = (n_under - n_silicon) / (n_under + n_silicon)
    p = np.exp(2j * k0 * n_under * thickness)
    return np.abs((r + r23 * p) / (1 + r * r23 * p))**2


for test_thickness in (40.0, 80.0):
    film = integrate_stack([(100.0, uniform(n_silicon)),
                            (test_thickness, uniform(n_under)), resist])
    R_film, _ = contrast_reflectance(film[-1][1])
    assert abs(R_film - film_R(test_thickness)) < 1e-5
scan = np.arange(0.0, 500.0, 0.5)
scan_R = film_R(scan)
thick_enough = scan[np.abs(scan_R / R - 1) > 0.01].max() + 0.5
best_film = scan[np.argmin(scan_R)]
assert thick_enough < 450

# Oblique light at the edge of the aperture
q1 = np.sqrt(n**2 - aperture**2)
q2 = np.sqrt(n_under**2 - aperture**2)
R_s = abs((q1 - q2) / (q1 + q2))**2
y1, y2 = q1 / n**2, q2 / n_under**2
R_p = abs((y1 - y2) / (y1 + y2))**2
for polarization, formula in (("s", R_s), ("p", R_p)):
    oblique = integrate_stack([thick, resist], aperture, polarization)
    R_oblique, _ = contrast_reflectance(oblique[-1][1])
    assert abs(R_oblique - formula) < 1e-5

# Weakly absorbing resist: fit the two waves to the integrated field
n_lossy = n + 1j * kappa_resist
R_lossy = interface_R(n_lossy, n_under)
lossy_h, lossy_E = integrate_stack([thick, (100.0, uniform(n_lossy))])[-1]
waves = np.column_stack([np.exp(-1j * k0 * n_lossy * lossy_h),
                         np.exp(1j * k0 * n_lossy * lossy_h)])
down, up = np.linalg.lstsq(waves, lossy_E, rcond=None)[0]
assert abs(abs(up / down)**2 - R_lossy) < 1e-6

print(f"wavelength: {wavelength:.0f} nm")
print(f"resist index: {n:.2f}")
print(f"underlayer index: {n_under.real:.2f} + {n_under.imag:.2f}i")
print(f"kappa^2: {kappa**2:.4f}")
print(f"4 n^2: {4 * n**2:.4f}")
print(f"4 n^2 + kappa^2: {4 * n**2 + kappa**2:.4f}")
print(f"r: {r.real:.5f} {r.imag:+.5f}i")
print(f"|r|: {abs(r):.4f}")
print(f"phase of r: {np.degrees(phase):.2f} degrees")
print(f"t: {t.real:.5f} {t.imag:+.5f}i")
print(f"R, formula: {100 * R:.4f} percent")
print(f"R, integrated Maxwell equations: {100 * R_numeric:.4f} percent")
print(f"R, small-kappa estimate: {100 * kappa**2 / (4 * n**2):.4f} percent")
print(f"absorbed fraction, integrated: {100 * absorbed:.4f} percent")
print(f"absorption coefficient alpha: {alpha:.5f} per nm")
print(f"intensity decay length 1/alpha: {1 / alpha:.2f} nm")
print(f"standing-wave period: {period:.2f} nm")
print(f"first maximum above interface: {first_max:.2f} nm")
print(f"maximum relative intensity: {(1 + abs(r))**2:.4f}")
print(f"minimum relative intensity: {(1 - abs(r))**2:.4f}")
print(f"length of gradual kappa rise: {ramp_length:.0f} nm")
print(f"R with gradual kappa rise: {100 * R_graded:.4f} percent")
print(f"best real index at this kappa: {best_index:.4f}")
print(f"R at best real index: {100 * best_R:.4f} percent")
for shift in (-0.05, 0.05):
    value = 100 * interface_R(n, n_under + shift)
    print(f"R, real index {n + shift:.2f}: {value:.4f} percent")
print(f"rough silicon index: {n_silicon.real:.1f} + {n_silicon.imag:.1f}i")
for d in (40.0, 80.0, 120.0, 200.0):
    print(f"R, {d:.0f} nm underlayer on silicon: {100 * film_R(d):.3f} percent")
print(f"thickness of least R on silicon: {best_film:.1f} nm")
print(f"least R on silicon: {100 * scan_R.min():.4f} percent")
print(f"R within 1 percent of thick value from: {thick_enough:.1f} nm")
print(f"numerical aperture: {aperture:.2f}")
print(f"edge angle in resist: {np.degrees(np.arcsin(aperture / n)):.2f} degrees")
print(f"R at edge angle, s: {100 * R_s:.3f} percent")
print(f"R at edge angle, p: {100 * R_p:.3f} percent")
print(f"rough resist kappa: {kappa_resist:.2f}")
print(f"R with absorbing resist: {100 * R_lossy:.4f} percent")
print("done: every assertion held")
```

Running it gives:

```
wavelength: 193 nm
resist index: 1.70
underlayer index: 1.70 + 0.50i
kappa^2: 0.2500
4 n^2: 11.5600
4 n^2 + kappa^2: 11.8100
r: -0.02117 -0.14395i
|r|: 0.1455
phase of r: -98.37 degrees
t: 0.97883 -0.14395i
R, formula: 2.1169 percent
R, integrated Maxwell equations: 2.1168 percent
R, small-kappa estimate: 2.1626 percent
absorbed fraction, integrated: 97.8831 percent
absorption coefficient alpha: 0.03256 per nm
intensity decay length 1/alpha: 30.72 nm
standing-wave period: 56.76 nm
first maximum above interface: 15.51 nm
maximum relative intensity: 1.3122
minimum relative intensity: 0.7302
length of gradual kappa rise: 100 nm
R with gradual kappa rise: 0.0240 percent
best real index at this kappa: 1.7720
R at best real index: 2.0739 percent
R, real index 1.65: 2.2009 percent
R, real index 1.75: 2.0778 percent
rough silicon index: 0.9 + 2.8i
R, 40 nm underlayer on silicon: 1.559 percent
R, 80 nm underlayer on silicon: 1.613 percent
R, 120 nm underlayer on silicon: 2.463 percent
R, 200 nm underlayer on silicon: 2.092 percent
thickness of least R on silicon: 33.0 nm
least R on silicon: 0.2816 percent
R within 1 percent of thick value from: 205.0 nm
numerical aperture: 1.35
edge angle in resist: 52.57 degrees
R at edge angle, s: 10.290 percent
R at edge angle, p: 1.013 percent
rough resist kappa: 0.03
R with absorbing resist: 1.8656 percent
done: every assertion held
```
